# Langevin capture: why an ion-neutral rate does not depend on temperature: a numerical check

```python
# Result under test: capture in V(r) = -C4/r^4 has the energy-independent rate
#   k = 2 pi sqrt(2 C4/mu) = q sqrt(pi a/(eps0 mu)),  C4 = a q^2/(8 pi eps0),
# a = polarizability volume, q = ion charge, mu = reduced mass, r = separation.
# b = impact parameter, E = collision energy in the centre-of-mass frame.
# Example: H2+ + H2. Internal units are atomic units (then C4 = a/2 for q = 1).
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import lpmv
from pyscf import gto, ao2mo
from pyscf.scf import hf

pc = sc.physical_constants
bohr = pc['Bohr radius'][0]
time_au = pc['atomic unit of time'][0]
hartree_eV = pc['Hartree energy in eV'][0]
kB = sc.k / pc['Hartree energy'][0]            # hartree per kelvin
m_p = pc['proton-electron mass ratio'][0]
nm = bohr * 1e9
rate_cm3 = bohr**3 / time_au * 1e6
m_ion, m_neutral = 2 * m_p + 1, 2 * m_p + 2
mu = m_ion * m_neutral / (m_ion + m_neutral)


def hydrogen(R, basis):
    return gto.M(atom=[('H', (0, 0, -R / 2)), ('H', (0, 0, R / 2))],
                 unit='Bohr', basis=basis, verbose=0)


def core_hamiltonian(mol):
    return mol.intor('int1e_kin') + mol.intor('int1e_nuc')


def singlet_solver(mol):
    """Full CI for two electrons in a singlet; returns a function of an added one-body term."""
    w, U = eigh(mol.intor('int1e_ovlp'))
    X = U / np.sqrt(w)
    n = len(w)
    g = ao2mo.kernel(mol.intor('int2e', aosym='s8'), X, compact=False)
    g = g.reshape(n, n, n, n).transpose(0, 2, 1, 3)
    p, q = np.triu_indices(n)
    P, Q = p[:, None], q[:, None]
    norm = np.where(p == q, np.sqrt(0.5), 1.0)
    repulsion = g[P, Q, p, q] + g[P, Q, q, p]
    one = np.eye(n)
    h_core = core_hamiltonian(mol)

    def solve(extra=0.0):
        h = X.T @ (h_core + extra) @ X
        H = repulsion + h[P, p] * one[Q, q] + one[P, p] * h[Q, q]
        H = H + h[P, q] * one[Q, p] + one[P, q] * h[Q, p]
        H = H * norm[:, None] * norm
        e, c = eigh(H, subset_by_index=[0, 0])
        C = np.zeros((n, n))
        amp = c[:, 0] * np.where(p == q, 1.0, np.sqrt(0.5))
        C[p, q] = amp
        C[q, p] = amp
        return e[0] + mol.energy_nuc(), 2 * X @ C @ C.T @ X.T
    return solve


# ---- vibrational ground states of H2 and H2+ from computed curves
R_curve = np.linspace(0.5, 4.1, 19)
curve_neutral, curve_ion = [], []
for R in R_curve:
    mol = hydrogen(R, 'cc-pvtz')
    curve_neutral.append(singlet_solver(mol)()[0])
    e1 = eigh(core_hamiltonian(mol), mol.intor('int1e_ovlp'), eigvals_only=True)[0]
    curve_ion.append(e1 + 1 / R)
R_grid = np.linspace(0.5, 4.1, 73)
dR = R_grid[1] - R_grid[0]
d = np.subtract.outer(np.arange(73), np.arange(73))
kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 / np.where(d == 0, 1, d)**2)
kinetic = kinetic * (-1.0)**np.abs(d) / (m_p * dR**2)   # 2 x (m_p/2) = m_p
ground = []
for curve in (curve_neutral, curve_ion):
    potential = CubicSpline(R_curve, curve)(R_grid)
    ground.append(eigh(kinetic + np.diag(potential))[1][:, 0])
R0 = float(np.sum(ground[0]**2 * R_grid))
franck_condon = float(np.dot(ground[0], ground[1])**2)

# ---- H2 polarizability and quadrupole
mol = hydrogen(R0, 'aug-cc-pvtz')
solve = singlet_solver(mol)
E0, D0 = solve()
dip = mol.intor('int1e_r')
F = 0.002
alpha_perp = -np.sum(solve(F * dip[0])[1] * dip[0]) / F
alpha_par = -np.sum(solve(F * dip[2])[1] * dip[2]) / F
alpha = (alpha_par + 2 * alpha_perp) / 3
d_alpha = alpha_par - alpha_perp
rr = mol.intor('int1e_rr').reshape(3, 3, mol.nao, mol.nao)
quadrupole = R0**2 / 2 - np.sum(D0 * (rr[2, 2] - rr[0, 0]))
C4 = alpha / 2


# ---- potential: direct energy of H2 beside a unit point charge
def charge_energy(r, cos_t):
    pos = np.array([r * np.sqrt(1 - cos_t**2), 0, r * cos_t])
    with mol.with_rinv_origin(pos):
        attraction = -mol.intor('int1e_rinv')
    nuclei = sum(1 / np.linalg.norm(pos - A) for A in mol.atom_coords())
    return solve(attraction)[0] + nuclei - E0


far, near = 24.0, 12.0
side_far, tilt_far = charge_energy(far, 0.0), charge_energy(far, np.sqrt(0.6))
mean_far = (4 * side_far + 5 * tilt_far) / 9       # exact average through P4
mean_near = (4 * charge_energy(near, 0.0) + 5 * charge_energy(near, np.sqrt(0.6))) / 9
potential_ratio = mean_far / (-C4 / far**4)
exponent = np.log(mean_near / mean_far) / np.log(far / near)
assert abs(potential_ratio - 1) < 0.02             # next term is of order 1/r^2
assert abs(exponent - 4) < 0.08
aniso_model = 0.9 * (quadrupole / far**3 - d_alpha / (3 * far**4))
assert abs((tilt_far - side_far) / aniso_model - 1) < 0.02

# ---- capture rate formula, evaluated in SI
mu_SI = mu * sc.m_e
k_L = sc.e * np.sqrt(np.pi * alpha * bohr**3 / (sc.epsilon_0 * mu_SI)) * 1e6


# ---- Newtonian trajectories: bisection for the critical impact parameter
def trajectory_capture(E):
    L = (C4 / E)**0.25                             # dimensional length scale
    v = np.sqrt(2 * E / mu)

    def motion(t, y):
        a = -4 * C4 / mu / (y[0]**2 + y[1]**2)**3
        return [y[2], y[3], a * y[0], a * y[1]]

    def inside(t, y):
        return np.hypot(y[0], y[1]) - 0.3 * L

    def outside(t, y):
        return np.hypot(y[0], y[1]) - 31 * L
    inside.terminal = outside.terminal = True
    low, high, closest = 0.5 * L, 3 * L, None
    for _ in range(14):
        b = (low + high) / 2
        s = solve_ivp(motion, (0, 200 * L / v), [-30 * L, b, v, 0], method='DOP853',
                      rtol=1e-8, atol=1e-11, events=(inside, outside))
        if len(s.t_events[0]):
            low = b
        else:
            high, closest = b, np.hypot(s.y[0], s.y[1]).min()
    return (low + high) / 2, closest


T_gas = 500.0
temperatures = (100.0, T_gas, 5000.0)
trajectory_rows = []
for T in temperatures:
    E = kB * T
    b_num, r_num = trajectory_capture(E)
    k_num = np.sqrt(2 * E / mu) * np.pi * b_num**2 * rate_cm3
    assert abs(b_num / (4 * C4 / E)**0.25 - 1) < 1e-3
    assert abs(r_num / (C4 / E)**0.25 - 1) < 0.05  # finite bisection step
    assert abs(k_num / k_L - 1) < 2e-3
    trajectory_rows.append((T, b_num * nm, k_num))


# ---- general capture cross-section by numerical minimization, and Maxwell average
def cross_section(E, r, V):
    b2 = np.min(r**2 * (1 - V / np.atleast_1d(E)[:, None]), axis=1)
    return np.pi * np.clip(b2, 0, None)


def thermal_rate(T, r, V):
    ds = 0.025
    s = ds * np.arange(1, 201)                     # s^2 = E/kT
    weight = 2 * s**3 * np.exp(-s**2) * ds
    mean_speed = np.sqrt(8 * kB * T / (np.pi * mu))
    return mean_speed * np.sum(weight * cross_section(s**2 * kB * T, r, V)) * rate_cm3


r_all = np.geomspace(0.5, 200, 4000)
thermal = [thermal_rate(T, r_all, -C4 / r_all**4) for T in temperatures]
assert max(abs(k / k_L - 1) for k in thermal) < 2e-3
slopes = {}
for n in (3, 4, 6):
    E_pair = np.array([1e-3, 1e-2])
    k_pair = np.sqrt(E_pair) * cross_section(E_pair, r_all, -C4 / r_all**n)
    slopes[n] = np.log(k_pair[1] / k_pair[0]) / np.log(10)
    assert abs(slopes[n] - (0.5 - 2 / n)) < 1e-3

# ---- neglected: finite contact distance (absorbing sphere)
contact = 0.20 / nm
r_out = np.geomspace(contact, 200, 800)
contact_ratio = [thermal_rate(T, r_out, -C4 / r_out**4) / k_L for T in temperatures]
E_contact = C4 / contact**4

# ---- neglected: anisotropic forces on rotating H2 (adiabatic rotor channels)
B_rot = 1 / (m_p * R0**2)
x, wx = np.polynomial.legendre.leggauss(40)
P2 = (3 * x**2 - 1) / 2
V_aniso = quadrupole / r_out**3 - d_alpha / (3 * r_out**4)
rotor_rate, first_order_sum = {}, 0.0
for J in range(6):
    rotor_rate[J] = 0.0
    for m in range(J + 1):
        Js = [j for j in range(m, 15) if (j - J) % 2 == 0]
        Y = np.array([lpmv(m, j, x) for j in Js])
        Y /= np.sqrt(np.sum(wx * Y**2, axis=1))[:, None]
        coupling = (Y * wx * P2) @ Y.T
        levels = np.diag([B_rot * j * (j + 1) for j in Js])
        e = np.linalg.eigvalsh(levels + V_aniso[:, None, None] * coupling)
        shift = e[:, Js.index(J)] - B_rot * J * (J + 1)
        share = (2 if m else 1) / (2 * J + 1)
        rotor_rate[J] += share * thermal_rate(T_gas, r_out, shift - C4 / r_out**4)
        if J == 1:
            first_order_sum = first_order_sum + share * shift
# the average over m must cancel the first-order anisotropic shift at long range
i60 = np.argmin(abs(r_out - 60))
assert abs(first_order_sum[i60]) < 0.01 * C4 / r_out[i60]**4
population = np.array([(3 if J % 2 else 1) * (2 * J + 1)
                       * np.exp(-B_rot * J * (J + 1) / (kB * T_gas)) for J in range(6)])
population /= population.sum()
rotor_mean = sum(population[J] * rotor_rate[J] for J in range(6))

# ---- neglected: resonant charge exchange, from orbital splitting of two H2 side by side
E_T = kB * T_gas
r_c, b_c = (C4 / E_T)**0.25, (4 * C4 / E_T)**0.25


def exchange_coupling(r):
    pair = gto.M(atom=[('H', (a, 0, z)) for a in (0, r) for z in (-R0 / 2, R0 / 2)],
                 unit='Bohr', basis='aug-cc-pvdz', verbose=0)
    S, h, eri = pair.intor('int1e_ovlp'), core_hamiltonian(pair), pair.intor('int2e')
    density, old = np.zeros_like(S), np.zeros(2)
    for _ in range(60):
        J_mat, K_mat = hf.dot_eri_dm(eri, density, hermi=1)
        e, c = eigh(h + J_mat - K_mat / 2, S)
        density = 2 * c[:, :2] @ c[:, :2].T
        change, old = np.max(abs(e[:2] - old)), e[:2]
        if change < 1e-9:
            break
    assert change < 1e-7
    return (e[1] - e[0]) / 2


t_near, t_far = exchange_coupling(r_c), exchange_coupling(r_c + 2)
assert t_near / t_far > ((r_c + 2) / r_c)**4       # falls faster than polarization

# ---- neglected: quantum motion; and the discharge numbers
L_c = mu * np.sqrt(2 * E_T / mu) * b_c
T_quantum = 1 / (16 * mu**2 * C4) / kB             # where L_c = 1
assert abs(2 * np.sqrt(mu) * (C4 * E_T)**0.25 / L_c - 1) < 1e-10
pressure_torr = 0.1
density_cm3 = pressure_torr * sc.torr / (sc.k * T_gas) * 1e-6
lifetime = 1 / (k_L * density_cm3)
ion_speed = np.sqrt(8 * sc.k * T_gas / (np.pi * m_ion * sc.m_e))
sheath_eV = 50.0
E_sheath = sheath_eV * m_neutral / (m_ion + m_neutral) / hartree_eV

print(f"mean H2 bond length, v=0: {R0*nm:.4f} nm")
print(f"H2 polarizability volume, parallel: {alpha_par*(10*nm)**3:.4f} A^3")
print(f"H2 polarizability volume, perpendicular: {alpha_perp*(10*nm)**3:.4f} A^3")
print(f"H2 polarizability volume, mean: {alpha*(10*nm)**3:.4f} A^3")
print(f"H2 quadrupole moment: {quadrupole:.4f} e a0^2")
print(f"C4: {C4*hartree_eV*nm**4:.4e} eV nm^4")
print(f"reduced mass: {mu_SI/sc.atomic_mass:.4f} u = {mu_SI:.4e} kg")
print(f"point-charge test distances: {near*nm:.3f} and {far*nm:.3f} nm")
print(f"computed mean energy / (-C4/r^4), far point: {potential_ratio:.4f}")
print(f"fitted power of 1/r between the points: {exponent:.3f}")
print(f"Langevin rate from formula: {k_L:.4e} cm3/s = {k_L*1e-6:.4e} m3/s")
for T, b_num, k_num in trajectory_rows:
    print(f"trajectories, E=kT at {T:.0f} K: b_c {b_num:.4f} nm, k {k_num:.4e} cm3/s")
for T, k in zip(temperatures, thermal):
    print(f"Maxwell-averaged rate at {T:.0f} K: {k:.4e} cm3/s")
for n, slope in slopes.items():
    print(f"power of E in v*sigma for V ~ -1/r^{n}: {slope:+.4f}")
print(f"kT at {T_gas:.0f} K: {E_T*hartree_eV*1e3:.2f} meV")
print(f"barrier radius r_c at E=kT: {r_c*nm:.4f} nm")
print(f"critical impact parameter at E=kT: {b_c*nm:.4f} nm")
print(f"capture cross-section at E=kT: {np.pi*(b_c*nm)**2:.4f} nm^2")
print(f"gas pressure {pressure_torr} Torr, density: {density_cm3:.3e} cm^-3")
print(f"H2+ lifetime before capture: {lifetime*1e6:.3f} us")
print(f"H2+ mean thermal speed: {ion_speed:.0f} m/s")
print(f"path at that speed in one lifetime: {ion_speed*lifetime*1e3:.3f} mm")
print(f"chosen contact distance: {contact*nm:.2f} nm")
print(f"collision energy with r_c = contact: {E_contact*hartree_eV:.3f} eV")
for T, ratio in zip(temperatures, contact_ratio):
    print(f"rate with absorbing contact sphere / Langevin, {T:.0f} K: {ratio:.4f}")
for J in (0, 1):
    print(f"rotor-channel rate / Langevin, J={J}, {T_gas:.0f} K: {rotor_rate[J]/k_L:.4f}")
print(f"rotor-channel rate / Langevin, J=0-5 mean, {T_gas:.0f} K: {rotor_mean/k_L:.4f}")
print(f"quadrupole energy Q/r^3 at r_c: {quadrupole/r_c**3*hartree_eV*1e3:.2f} meV")
print(f"critical angular momentum at E=kT: {L_c:.1f} hbar")
print(f"temperature where it falls to 1 hbar: {T_quantum*1e3:.2f} mK")
print(f"electronic exchange coupling at r_c: {t_near*hartree_eV*1e3:.2f} meV")
print(f"the same, {2*nm:.3f} nm farther out: {t_far*hartree_eV*1e3:.2f} meV")
print(f"vibrational overlap squared, H2(v=0)-H2+(v=0): {franck_condon:.4f}")
print(f"exchange coupling with overlap at r_c: {t_near*franck_condon*hartree_eV*1e3:.3f} meV")
print(f"r_c for a {sheath_eV:.0f} eV sheath ion: {(C4/E_sheath)**0.25*nm:.4f} nm")
print("all assertions hold")
```

Printed output:

```
mean H2 bond length, v=0: 0.0768 nm
H2 polarizability volume, parallel: 0.9988 A^3
H2 polarizability volume, perpendicular: 0.7063 A^3
H2 polarizability volume, mean: 0.8038 A^3
H2 quadrupole moment: 0.4875 e a0^2
C4: 5.7871e-04 eV nm^4
reduced mass: 1.0077 u = 1.6733e-27 kg
point-charge test distances: 0.635 and 1.270 nm
computed mean energy / (-C4/r^4), far point: 1.0056
fitted power of 1/r between the points: 4.031
Langevin rate from formula: 2.0917e-09 cm3/s = 2.0917e-15 m3/s
trajectories, E=kT at 100 K: b_c 0.7199 nm, k 2.0917e-09 cm3/s
trajectories, E=kT at 500 K: b_c 0.4814 nm, k 2.0917e-09 cm3/s
trajectories, E=kT at 5000 K: b_c 0.2707 nm, k 2.0917e-09 cm3/s
Maxwell-averaged rate at 100 K: 2.0917e-09 cm3/s
Maxwell-averaged rate at 500 K: 2.0917e-09 cm3/s
Maxwell-averaged rate at 5000 K: 2.0917e-09 cm3/s
power of E in v*sigma for V ~ -1/r^3: -0.1667
power of E in v*sigma for V ~ -1/r^4: +0.0000
power of E in v*sigma for V ~ -1/r^6: +0.1667
kT at 500 K: 43.09 meV
barrier radius r_c at E=kT: 0.3404 nm
critical impact parameter at E=kT: 0.4814 nm
capture cross-section at E=kT: 0.7282 nm^2
gas pressure 0.1 Torr, density: 1.931e+15 cm^-3
H2+ lifetime before capture: 0.248 us
H2+ mean thermal speed: 2292 m/s
path at that speed in one lifetime: 0.567 mm
chosen contact distance: 0.20 nm
collision energy with r_c = contact: 0.362 eV
rate with absorbing contact sphere / Langevin, 100 K: 1.0000
rate with absorbing contact sphere / Langevin, 500 K: 1.0000
rate with absorbing contact sphere / Langevin, 5000 K: 1.0709
rotor-channel rate / Langevin, J=0, 500 K: 1.0574
rotor-channel rate / Langevin, J=1, 500 K: 1.0264
rotor-channel rate / Langevin, J=0-5 mean, 500 K: 1.0184
quadrupole energy Q/r^3 at r_c: 49.82 meV
critical angular momentum at E=kT: 21.9 hbar
temperature where it falls to 1 hbar: 2.16 mK
electronic exchange coupling at r_c: 115.12 meV
the same, 0.106 nm farther out: 16.55 meV
vibrational overlap squared, H2(v=0)-H2+(v=0): 0.0922
exchange coupling with overlap at r_c: 10.611 meV
r_c for a 50 eV sheath ion: 0.0694 nm
all assertions hold
```
